# Impact-ionization threshold of an electron in parabolic direct bands: test program

```python
"""Impact-ionization threshold in direct parabolic bands.

Result under test: an electron in the conduction band can create an
electron-hole pair only if its energy above the conduction-band minimum is
at least
    E_th = gap * (2 m_e + m_h) / (m_e + m_h),
which is 1.5 * gap for equal masses.
Symbols: m_e, m_h = electron and hole masses (electron masses);
k0 = primary wavevector; k1, k2 = final conduction electrons;
kv = initial valence electron; hole wavevector = -kv.
Deficit = final energy minus initial energy, with momentum conserved.
The process is possible only if the deficit can be made zero.
Internal units are atomic units; output is in eV and 1/angstrom.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.optimize import brentq, minimize

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
rng = np.random.default_rng(7)
START = rng.normal(size=6)


def parabolic_bands(m_e, m_h, gap):
    def conduction(k):
        return k @ k / (2 * m_e)

    def valence(k):
        return -gap - k @ k / (2 * m_h)

    return conduction, valence


def two_band_model(mass, gap):
    """Nonparabolic bands, same gap and edge masses, zero at midgap."""
    def conduction(k):
        return np.sqrt(gap**2 / 4 + gap * (k @ k) / (2 * mass))

    def valence(k):
        return -conduction(k)

    return conduction, valence


def energy_deficit(x, k0, bands, gap):
    """Deficit in units of the gap; x holds k1 and k2 in units of k0."""
    conduction, valence = bands
    primary = np.array([0.0, 0.0, k0])
    k1, k2 = k0 * x[:3], k0 * x[3:]
    kv = k1 + k2 - primary
    final = conduction(k1) + conduction(k2)
    return (final - valence(kv) - conduction(primary)) / gap


def least_deficit(k0, bands, gap):
    result = minimize(energy_deficit, START, args=(k0, bands, gap),
                      method="BFGS", options={"gtol": 1e-6})
    return result.fun, result.x


def numerical_threshold(m_e, m_h, gap):
    bands = parabolic_bands(m_e, m_h, gap)
    scale = np.sqrt(2 * m_e * gap)
    k0 = brentq(lambda k: least_deficit(k, bands, gap)[0],
                0.5 * scale, 2.0 * scale, xtol=1e-11)
    return k0**2 / (2 * m_e), k0


def formula_threshold(m_e, m_h, gap):
    return gap * (2 * m_e + m_h) / (m_e + m_h)


# Kinetic energy = common motion + relative motion (one component suffices,
# because the kinetic energy is a sum over Cartesian components).
me_s, mh_s = sp.symbols("m_e m_h", positive=True)
ks = sp.symbols("k1 k2 kh", real=True)
ms = (me_s, me_s, mh_s)
total_mass = sum(ms)
kinetic = sum(k**2 / (2 * m) for k, m in zip(ks, ms))
relative = sum(ms[i] * ms[j] * (ks[i] / ms[i] - ks[j] / ms[j])**2
               for i in range(3) for j in range(i)) / (2 * total_mass)
common = sum(ks)**2 / (2 * total_mass)
assert sp.simplify(kinetic - common - relative) == 0

# Model parameters of the worked example.
gap_ev, mass = 2.0, 0.2
gap = gap_ev / HARTREE_EV
bands = parabolic_bands(mass, mass, gap)

# Threshold from minimization, against the formula, for several mass ratios.
ratio_table = []
for ratio in (0.01, 0.5, 1.0, 2.0, 5.0, 1000.0):
    found, _ = numerical_threshold(mass, ratio * mass, gap)
    expected = formula_threshold(mass, ratio * mass, gap)
    assert abs(found - expected) < 1e-6 * gap
    ratio_table.append((ratio, found / gap))

# State of all particles at the equal-mass threshold.
threshold, k_threshold = numerical_threshold(mass, mass, gap)
assert abs(threshold / gap - 1.5) < 1e-6
_, x_min = least_deficit(k_threshold, bands, gap)
primary = np.array([0.0, 0.0, k_threshold])
k1, k2 = k_threshold * x_min[:3], k_threshold * x_min[3:]
kv = k1 + k2 - primary
for k in (k1, k2, -kv):
    assert np.allclose(k, primary / 3, atol=1e-5 * k_threshold)
conduction, valence = bands
product_energy = conduction(k1)
hole_energy = -gap - valence(kv)
assert abs(product_energy - gap / 6) < 1e-5 * gap
assert abs(hole_energy - gap / 6) < 1e-5 * gap
loss = conduction(primary) - conduction(k1)
gain = conduction(k2) - valence(kv)
assert abs(loss - 4 * gap / 3) < 1e-5 * gap
assert abs(gain - loss) < 1e-5 * gap
transfer = np.linalg.norm(primary - k1)
assert abs(transfer - 2 * k_threshold / 3) < 1e-5 * k_threshold

# Energy left for relative motion above threshold, also for unequal masses.
for m_h in (0.5 * mass, mass, 3 * mass):
    trial_bands = parabolic_bands(mass, m_h, gap)
    limit = formula_threshold(mass, m_h, gap)
    for factor in (0.98, 1.2, 2.0):
        energy = factor * limit
        least, _ = least_deficit(np.sqrt(2 * mass * energy), trial_bands, gap)
        share = (mass + m_h) / (2 * mass + m_h)
        assert abs(-least * gap - share * (energy - limit)) < 1e-6 * gap
        assert (least > 0) == (factor < 1)

# Energy-conserving events exist in every sampled direction above threshold.
energy_above = 1.2 * threshold
k_above = np.sqrt(2 * mass * energy_above)
least_above, x_above = least_deficit(k_above, bands, gap)
excess = -least_above * gap
events = 0
for _ in range(20):
    direction = rng.normal(size=6)
    direction /= np.linalg.norm(direction)

    def along_ray(t):
        return energy_deficit(x_above + t * direction, k_above, bands, gap)

    t_event = brentq(along_ray, 0.0, 5.0)
    assert abs(along_ray(t_event)) < 1e-9
    events += 1

# Nonparabolic bands with the same gap and edge masses: never allowed.
curved = two_band_model(mass, gap)
curved_table = []
for factor in (0.3, 1.0, 3.0, 10.0):
    k0 = factor * k_threshold
    least, _ = least_deficit(k0, curved, gap)
    s = gap * k0**2 / (2 * mass)
    bound = np.sqrt(9 * gap**2 / 4 + s) - np.sqrt(gap**2 / 4 + s)
    assert abs(least - bound / gap) < 1e-6
    assert least > 0
    curved_table.append((factor, least * gap_ev))

per_angstrom = 1 / BOHR_ANGSTROM
print(f"Gap (input): {gap_ev:.3f} eV")
print(f"Electron mass = hole mass (input): {mass:.3f} electron masses")
print(f"Threshold above conduction minimum: {threshold*HARTREE_EV:.4f} eV")
print(f"Same threshold: {threshold:.6f} hartree")
print(f"Threshold / gap: {threshold/gap:.6f}")
print(f"Threshold above valence top: {(threshold+gap)*HARTREE_EV:.4f} eV")
print(f"Primary wavevector: {k_threshold*per_angstrom:.4f} 1/angstrom")
print(f"Same wavevector: {k_threshold:.6f} 1/bohr")
print(f"Each final electron, wavevector: "
      f"{np.linalg.norm(k1)*per_angstrom:.4f} 1/angstrom")
print(f"Valence electron, wavevector along primary: "
      f"{kv[2]*per_angstrom:.4f} 1/angstrom")
print(f"Each final electron, energy: {product_energy*HARTREE_EV:.4f} eV")
print(f"Hole kinetic energy: {hole_energy*HARTREE_EV:.4f} eV")
print(f"Momentum transfer: {transfer*per_angstrom:.4f} 1/angstrom")
print(f"Energy lost by primary: {loss*HARTREE_EV:.4f} eV")
print(f"Energy gained by valence electron: {gain*HARTREE_EV:.4f} eV")
print(f"Primary 20% above threshold: {energy_above*HARTREE_EV:.4f} eV")
print(f"Its energy for relative motion: {excess*HARTREE_EV:.4f} eV")
print(f"Energy-conserving events found: {events} of 20 directions")
print("Hole mass / electron mass, threshold / gap (both dimensionless):")
for ratio, value in ratio_table:
    print(f"  {ratio:8.2f}  {value:.4f}")
print("Nonparabolic bands: k0 / parabolic threshold k0, least deficit (eV):")
for factor, value in curved_table:
    print(f"  {factor:5.1f}  {value:.4f}")
print("verified")
```

It prints:

```
Gap (input): 2.000 eV
Electron mass = hole mass (input): 0.200 electron masses
Threshold above conduction minimum: 3.0000 eV
Same threshold: 0.110248 hartree
Threshold / gap: 1.500000
Threshold above valence top: 5.0000 eV
Primary wavevector: 0.3968 1/angstrom
Same wavevector: 0.209998 1/bohr
Each final electron, wavevector: 0.1323 1/angstrom
Valence electron, wavevector along primary: -0.1323 1/angstrom
Each final electron, energy: 0.3333 eV
Hole kinetic energy: 0.3333 eV
Momentum transfer: 0.2646 1/angstrom
Energy lost by primary: 2.6667 eV
Energy gained by valence electron: 2.6667 eV
Primary 20% above threshold: 3.6000 eV
Its energy for relative motion: 0.4000 eV
Energy-conserving events found: 20 of 20 directions
Hole mass / electron mass, threshold / gap (both dimensionless):
      0.01  1.9901
      0.50  1.6667
      1.00  1.5000
      2.00  1.3333
      5.00  1.1667
   1000.00  1.0010
Nonparabolic bands: k0 / parabolic threshold k0, least deficit (eV):
    0.3  1.8477
    1.0  1.2272
    3.0  0.5211
   10.0  0.1626
verified
```
